# Energy quadrature for nondegenerate mobility when the scattering rate has a threshold

Programs that compute carrier mobility from energy-dependent scattering rates may ask for an energy quadrature: how many points, and of what kind. For a nondegenerate carrier gas the natural candidate is the generalized Gauss–Laguerre rule with weight $x^{3/2}e^{-x}$, $x=E/kT$. How well it works depends on the relaxation time $\tau(x)$:

- If $\tau$ is analytic on $[0,\infty)$ and its nearest singularities are poles off this axis, the error falls as $e^{-C\sqrt n}$ with the number of points $n$. This is the spectral case.
- If $\tau\sim x^s$ at low energy with non-integer $s$, as half-integer power-law rates usually imply, the error falls as $n^{-(5/2+s)}$.
- If a scattering channel opens at $x_0>0$ as $(x-x_0)^\sigma$, the error falls as $n^{-(\sigma+1)/2}$ and oscillates with $n$. For phonon emission in a parabolic band, $\sigma=1/2$ and the law is $n^{-3/4}$.

Summed power laws are therefore not enough for spectral convergence, and a threshold makes matters much worse. Splitting the integral at $x_0$ and using square-root variables cures both faults.

## The integral behind the setting

Let a weak field exert the force $\mathcal F$ along one axis. To first order in $\mathcal F$, the steady Boltzmann equation for $f=f_0+f_1$ is

$$\mathcal F\,v_x\frac{df_0}{dE}=-\frac{f_1}{\tau}.$$

A relaxation time is justified here for two kinds of scattering. If the final direction is random, as in the nonpolar phonon model below, the in-scattering term sums the odd function $f_1$ over all directions and vanishes. If scattering is elastic and, at a given energy, depends only on the angle of deflection, $1/\tau$ is the momentum-relaxation rate.

Without degeneracy $f_0\propto e^{-E/kT}$, so $df_0/dE=-f_0/kT$ and $f_1=\mathcal F\tau v_xf_0/kT$. The mean velocity is $\mathcal F\langle\tau v_x^2\rangle_0/kT$, where the average is over $f_0$. In a parabolic band the directional average of $v_x^2$ is $2E/3m$, and the density of states is proportional to $\sqrt E$. With $|\mathcal F|=eF$, where $F$ is the field,

$$\mu=\frac{2e}{3m}\,\frac{\int_0^\infty x^{3/2}e^{-x}\tau\,dx}{\int_0^\infty x^{1/2}e^{-x}dx}
=\frac em\langle\tau\rangle,\qquad
\langle\tau\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty x^{3/2}e^{-x}\tau(x)\,dx ,$$

because $\tfrac32\Gamma(3/2)=\Gamma(5/2)$. For equivalent ellipsoidal valleys with $\tau$ depending on energy alone, averaging $1/m$ over the valleys gives $1/m_c=(1/m_l+2/m_t)/3$, and $m_c$ replaces $m$.

The rate used below is

$$\frac1\tau=w_a x^{1/2}+w_i x^{-3/2}+w_o\left[N\sqrt{x+x_0}+(N+1)\sqrt{x-x_0}\,\Theta(x-x_0)\right].$$

The terms are acoustic phonons, ionized impurities (with the slowly varying logarithm frozen), and absorption and emission of a phonon of energy $x_0kT$ and occupation $N=1/(e^{x_0}-1)$. The square roots are final densities of states.

## The rule and its remainder

For weight $x^\alpha e^{-x}$, the polynomials $p_k$ with $p_0=1$, orthonormal under the normalized weight, obey

$$xp_k=b_{k+1}p_{k+1}+a_kp_k+b_kp_{k-1},\quad a_k=2k+1+\alpha,\quad b_k=\sqrt{k(k+\alpha)}.$$

This is the Laguerre recurrence after normalization, with alternating signs. At a zero of $p_n$ the first $n$ relations close, so the nodes are the eigenvalues of the tridiagonal matrix with diagonal $a_k$ and off-diagonal $b_k$. The rule is exact up to degree $2n-1$, so the $p_k$ with $k<n$ are also orthonormal under the sum. The matrix $\sqrt{\lambda_j}\,p_k(x_j)$ is then orthogonal, and its other normalization gives the weights $\lambda_j=1/\sum_{k<n}p_k(x_j)^2$, which sum to one.

Errors here mean integral minus sum. Take $f=1/(x+y)$ with unnormalized weight. The polynomial

$$P(x)=\frac{1-L_n^\alpha(x)/L_n^\alpha(-y)}{x+y}$$

has degree $n-1$ and equals $f$ at every node. The rule integrates it exactly, so the error is the integral of $f-P$. Insert Rodrigues' formula $x^\alpha e^{-x}L_n^\alpha=\frac1{n!}\frac{d^n}{dx^n}(x^{n+\alpha}e^{-x})$ and integrate by parts $n$ times. The boundary terms vanish and the two factors $(-1)^n$ cancel:

$$E_n(y)=\frac{1}{L_n^\alpha(-y)}\int_0^\infty\frac{x^{n+\alpha}e^{-x}}{(x+y)^{n+1}}dx .$$

For large $n$, write the fraction as $x^{\alpha-1}(1+y/x)^{-(n+1)}e^{-x}$. The logarithm of the power is $-ny/x+ny^2/2x^2$ to the order needed. The integral is dominated by $x\approx\sqrt{ny}$, where the second term is $y/2$. Hence it tends to

$$e^{y/2}\int_0^\infty x^{\alpha-1}e^{-x-ny/x}dx=2e^{y/2}(ny)^{\alpha/2}K_\alpha(2\sqrt{ny}).$$

The denominator is $\sum_k\binom{n+\alpha}{n-k}y^k/k!$. Its main terms have $k\approx\sqrt{ny}$, where $n!/(n-k)!\approx n^ke^{-k^2/2n}=n^ke^{-y/2}$. The sum becomes $e^{-y/2}n^\alpha(ny)^{-\alpha/2}I_\alpha(2\sqrt{ny})$. Dividing,

$$E_n(y)\simeq 2y^\alpha e^y\frac{K_\alpha(z)}{I_\alpha(z)},\qquad z=2\sqrt{\kappa y},\qquad \kappa=n+\frac{\alpha+1}2 .$$

Replacing $n$ by $\kappa$ does not alter the leading order; $\kappa$ is the scale in the Laguerre differential equation used below. For large $z$, $K_\alpha/I_\alpha\simeq\pi e^{-2z}$, so a pole at $x=-y$ gives an error proportional to $e^{-4\sqrt\kappa\,\mathrm{Re}\sqrt y}$, also for complex $y$. For $n=12$, $\alpha=3/2$, $y=1$ and normalized weight, the actual error and the exact formula both give $7.6955\times10^{-6}$; the Bessel form gives $8.04\times10^{-6}$.

## Half-integer powers: the fault at zero energy

A power is a superposition of such poles. For $-1<s<0$,

$$x^s=-\frac{\sin\pi s}{\pi}\int_0^\infty\frac{y^s}{x+y}dy .$$

Integrate $E_n(y)$ with the same factor. The poles that matter have $y\sim1/\kappa$, so $e^y\to1$. With $y=t^2/4\kappa$, $y^{\alpha+s}dy=2(4\kappa)^{-(\alpha+s+1)}t^{2\alpha+2s+1}dt$, and the error of $x^s$ is

$$-\frac{4\sin\pi s}{\pi}(4\kappa)^{-(\alpha+s+1)}\int_0^\infty t^{2\alpha+2s+1}\frac{K_\alpha(t)}{I_\alpha(t)}dt .$$

For larger $s$, write $x^s=x^mx^{s-m}$ with $-1<s-m<0$. Since $x^m/(x+y)$ is a polynomial plus $(-y)^m/(x+y)$, and the polynomial carries no error, the sign $(-1)^m$ combines with $\sin\pi(s-m)$ to give the same formula. For integer $s\ge0$ the sine vanishes, as it must.

With $\alpha=3/2$ there are three cases at low energy:

- Acoustic scattering alone has $\tau\propto x^{-1/2}$, and the error is of order $n^{-2}$.
- Acoustic scattering plus phonon absorption leaves $\tau(0)$ finite, with a first correction in $\sqrt x$. The order is $n^{-3}$.
- Once impurities are added, with their logarithm frozen, $\tau\approx x^{3/2}/w_i$ at low energy, and the order is $n^{-4}$.

At $n=200$ the normalized errors of $x^{-1/2}$ and $x^{3/2}$ are $1.090\times10^{-5}$ and $2.68\times10^{-10}$, against predictions of $1.088\times10^{-5}$ and $2.63\times10^{-10}$.

For acoustic and impurity scattering alone,

$$\tau=\frac{x^{3/2}}{w_i+w_ax^2}.$$

Moving $x^{3/2}$ into the weight, so that $\alpha=3$, leaves a function whose singularities are poles at $\pm iy_0$, $y_0=\sqrt{w_i/w_a}$. Since $\mathrm{Re}\sqrt{\pm iy_0}=\sqrt{y_0/2}$, convergence is again root-exponential. This works because the two exponents differ by an integer. Phonon absorption spoils it: after the same extraction the denominator still contains $x^{3/2}\sqrt{x+x_0}$, which has a branch point at zero.

## A threshold: the fault inside the range

The function $u=e^{-x/2}x^{(\alpha+1)/2}L_n^\alpha$ obeys

$$u''+\left[\frac{\kappa}{x}-\frac14+\frac{1-\alpha^2}{4x^2}\right]u=0 .$$

At fixed $x_0$ and large $\kappa$ the first term dominates, so $u$ oscillates with local wavenumber $\sqrt{\kappa/x_0}$ and its zeros, the nodes, have spacing

$$h=\pi\sqrt{x_0/\kappa}.$$

The nodes close up only as $n^{-1/2}$, because the rule spreads them out to $x\approx4n$, where the integrand is negligible. To integrate smooth functions correctly, the weights near $x_0$ must be $W(x_0)h$ to leading order, with $W=x^{3/2}e^{-x}/\Gamma(5/2)$.

Let the integrand contain $A(x-x_0)^\sigma$ above $x_0$, and let the first node above $x_0$ lie at $x_0+\theta h$. The local sum is $AWh^{\sigma+1}\sum_k(k+\theta)^\sigma$. For $M$ terms, with $q=M+\theta$,

$$\sum_{k=0}^{M-1}(k+\theta)^\sigma=\zeta(-\sigma,\theta)-\zeta(-\sigma,q)
=\zeta(-\sigma,\theta)+\frac{q^{\sigma+1}}{\sigma+1}-\frac{q^\sigma}{2}+\dots$$

The power $q^{\sigma+1}$ is the integral. The terms after it belong to the artificial upper cut and disappear when the sum continues smoothly. What remains is the threshold error:

$$\text{error}\simeq-A\,W(x_0)\,h^{\sigma+1}\zeta(-\sigma,\theta).$$

This is a leading-order local argument, so it was tested against actual errors. For $n$ around 800 and $x_0=2.32$, the rms difference between formula and error was 3.0% of the rms error for a unit step ($\sigma=0$) and 5.9% for a square root. The fitted decay powers between $n=100$ and 800 were 0.505 and 0.748, against 1/2 and 3/4. Changing $\alpha$ does not alter these powers, since the spacing near $x_0$ keeps its order.

For the full rate, let $R_0$ be the rate at $x_0$ without emission and $c=w_o(N+1)$. Just above threshold,

$$\tau=\frac1{R_0+c\sqrt{x-x_0}}=\frac1{R_0}-\frac{c\sqrt{x-x_0}}{R_0^2}+\frac{c^2(x-x_0)}{R_0^3}-\dots$$

Successive terms contribute errors in the ratio $c\sqrt h/R_0$, apart from the zeta factors. The $n^{-3/4}$ law is clean only when this ratio is small.

## Worked example: a silicon-like conduction band

The prefactors are rough round values for lightly doped n-type silicon at 300 K: $w_a=1.7$, $w_i=0.4$ and $w_o=7.5$ ps$^{-1}$, with one lumped intervalley phonon of 60 meV. Then $x_0=2.321$ and $N=0.109$. Masses $m_l=0.92$ and $m_t=0.19$ (in electron masses) give $m_c=0.258$. The converged average is $\langle\tau\rangle=0.17387$ ps, so

$$\mu=\frac{e\langle\tau\rangle}{m_c}=1184\ \mathrm{cm^2/Vs}.$$

A direct sum over a three-dimensional momentum grid, using the slope of the Maxwell distribution along the field, gives 0.17389 ps. This checks the factor 1/3 and the weight.

The table gives rms relative errors of $\langle\tau\rangle$ for $\alpha=3/2$, taken over about one oscillation period around each $n$, with at most 25 orders per period. The second digit in the full-rate column depends on this sampling: with 12 orders the value at $n=200$ is 0.86%, and with every order in the period it is 0.80%. In the last column emission is removed and all other rates are held fixed.

| $n$ | full rate | no emission |
|---:|---:|---:|
| 50 | 2.1% | $1.8\times10^{-6}$ |
| 200 | 0.76% | $3.1\times10^{-9}$ |
| 800 | 0.31% | $1.2\times10^{-11}$ |

The threshold is thus the cause of the slow convergence. Without it, from $n=200$ to 800 the error falls by a factor of about 260, close to the $4^4=256$ of the $n^{-4}$ law. With it, 800 points still leave an rms error of 3.7 cm²/Vs. Extrapolation suggests about 4000 points for 0.1%.

From $n=50$ to 800 the mean decay power of the full error is 0.69, below 3/4. The expansion explains this. With $R_0=4.46$ and $c=8.32$ ps$^{-1}$, the coefficient of the square root is $c/R_0^2=0.418$ ps. Multiplied by the measured rms error of the pure square root, it predicts $5.4\times10^{-3}$ ps at $n=50$ and $6.7\times10^{-4}$ ps at 800. The actual errors are $3.6\times10^{-3}$ and $5.4\times10^{-4}$ ps, or 67% and 80% of the leading term. The higher terms partly cancel it, less so as $h$ shrinks; at $n=800$ the ratio $c\sqrt h/R_0$ is still 0.77. The powers per doubling of $n$ are irregular (0.67, 0.78, 0.66, 0.64). The pure square root shows similar irregularity at the same $n$, so the higher terms are not its main source. Part of it comes from the sampling of orders: with every order in each period the powers are 0.67, 0.71, 0.66 and 0.73.

With acoustic and impurity scattering alone, the poles lie at $\pm0.485i$. For $\alpha=3$ and $n=40$ the error is $3.44\times10^{-6}$ ps, and the pole formula gives $3.42\times10^{-6}$ ps. Yet the better asymptotic law does not win at once. The relative errors for $\alpha=3/2$ and $\alpha=3$ are $6.7\times10^{-4}$ and $1.7\times10^{-3}$ at $n=10$, $5.0\times10^{-7}$ and $9.3\times10^{-6}$ at $n=40$, and $4.4\times10^{-9}$ and $3.2\times10^{-11}$ at $n=160$. The gap at $n=40$ is largely accidental: both rules carry the oscillating pole error, and the error for $\alpha=3/2$ changes sign between $n=40$ and 42. The two rules trade the lead up to $n=72$ ($\alpha=3$ is better for $n=26$–30 and 45–57, for instance), and $\alpha=3$ stays ahead from there to $n=160$. Even that gain depends on the frozen logarithm: with the energy-dependent Brooks–Herring logarithm, the relative errors at $n=160$ are $3.9\times10^{-9}$ for $\alpha=3/2$ and $2.4\times10^{-7}$ for $\alpha=3$.

## Choosing the quadrature

**No threshold.** Keep $\alpha=3/2$. In this example 40 points give a relative error of $3\times10^{-6}$ with absorption included. Without impurities expect the slower $n^{-3}$ or $n^{-2}$ laws. If impurities are very weak, the $n^{-4}$ law sets in only when the important energies, $x\sim1/\kappa$, lie where impurity scattering dominates: well below $y_0$ and, if absorption is present, also well below $[w_i/(w_oN\sqrt{x_0})]^{2/3}$, where the impurity and absorption rates are roughly equal.

**A threshold in the thermal range.** Split the integral at $x_0$. Below it set $x=u^2$, $dx=2u\,du$, with $0<u<\sqrt{x_0}$. Above it set $x=x_0+t^2$, $dx=2t\,dt$, with $0<t<7$; the part cut off is suppressed by $e^{-49}$. Use Gauss–Legendre points on each panel. Below, $\sqrt x=u$, and multiplying numerator and denominator of $\tau$ by $u^3$ removes the inverse power. Above, $\sqrt{x-x_0}=t$. The other roots, $\sqrt{u^2+x_0}$, $\sqrt{x_0+t^2}$ and $\sqrt{2x_0+t^2}$, have branch points off the panels, and the total rate does not vanish on them. The integrand is therefore analytic on each closed panel, where Gauss–Legendre errors decay geometrically. In the example, 20 points in all give a relative error of $1.2\times10^{-5}$, 40 points $1.3\times10^{-10}$, and 80 points reach rounding error.

**Several thresholds.** Split at each one and measure $t^2$ from the lower end of each panel. An earlier onset at distance $d$ below that end becomes $\sqrt{t^2+d}$, with branch points at $t=\pm i\sqrt d$. Closely spaced thresholds can therefore need more points.

**If only a Laguerre rule is available.** Do not judge convergence by comparing $n$ with $n+1$. The node phase at $x_0$ is $2\sqrt{\kappa x_0}/\pi$ in units of the spacing, so one oscillation takes $\Delta n=\pi\sqrt{\kappa/x_0}$: about 29 at $n=200$ and 58 at $n=800$. Compare results spread over such an interval. In a temperature scan at fixed $n$, $x_0\propto1/T$ moves through the nodes and puts a false ripple on $\mu(T)$, with period $\Delta T\approx Th/x_0$ when this is small against $T$. That is about 44 K for $n=200$ here.

**High and low thresholds.** For $x_0\gg1$ the error carries $W(x_0)\propto x_0^{3/2}e^{-x_0}$ and eventually becomes harmless, as when a crystal is cooled. In the silicon-like model at $n=50$, the rms error is still 1.1% at 150 K and falls to 0.3% at 100 K. For small $x_0$ the threshold law needs $h\ll x_0$, that is $\kappa\gg\pi^2/x_0$; before that the nodes do not resolve the threshold from the origin.

**Broadened thresholds.** If a Lorentzian-type broadening moves the branch point to $x_0\pm i\delta$ with $\delta\ll x_0$, then $\mathrm{Re}\sqrt{-x_0\mp i\delta}\approx\delta/2\sqrt{x_0}$, and the remainder formula gives a decay $e^{-2\pi\delta/h}$. Broadening restores fast convergence only when $\delta$ exceeds $h/2\pi$ several times, and it converges to the mobility of the broadened rate. The exponential multiplies the $n^{-3/4}$ law, and the price can be high: replacing the onset in the example by $\mathrm{Re}\sqrt{x-x_0+i\delta}$ with $\delta=0.15$ cuts the rms error at $n=200$ from 0.8% to 0.03% but lowers $\langle\tau\rangle$ by 13%.

## What the number means for a real device

Measured electron mobility in very lightly doped silicon at room temperature is roughly 1400 cm²/Vs, and somewhat lower at the $10^{16}$ cm$^{-3}$ assumed here. The model's 1184 is of that size because its prefactors were chosen in that range; it is not a prediction. With the prefactors held fixed, a nonparabolicity of 0.5 eV$^{-1}$ lowers the result by 12%, far more than the quadrature error at $n=50$. The energy dependence of the Brooks–Herring logarithm changes it by 0.4% if the frozen logarithm is the one at $E=kT$, and by 1.7% if it is the one at $3kT$. Degeneracy changes it by 0.005%. Using the density-of-states mass, 0.321, in place of $m_c$ would lower it by 20%. A device that runs at 400 K moves the number most: with $w_a\propto T^{3/2}$, $w_i\propto T^{-3/2}$, $w_o\propto T^{1/2}$ and $N$ and $x_0$ recomputed, the mobility falls by 45%. Linear response is safe at 100 V/cm, where the drift speed is 0.5% of the thermal speed. At 10 kV/cm the same mobility would give about half the thermal speed, and the equilibrium average can no longer be trusted. The remaining figures are in the numerical output.

## Numbers as computed

```
Temperature 300 K, phonon 60 meV, x0 = 2.3209, N = 0.1089
Rate prefactors (1/ps): acoustic 1.7, impurity 0.4, intervalley 7.5
Masses (m_e): longitudinal 0.92, transverse 0.19; valleys 6
Conductivity mass 0.2583 m_e, density-of-states mass 0.3214 m_e
Density 1e+16 cm^-3, relative permittivity 11.7
<tau> acoustic+impurity 0.370652 ps, mobility 2523.6 cm2/Vs
<tau> all but emission  0.225022 ps, mobility 1532.1 cm2/Vs
<tau> full rate         0.173873 ps, mobility 1183.8 cm2/Vs
<tau> full rate, 3D momentum grid 0.17389 ps
Error for 1/(x+1), n=12: actual 7.6955e-06, exact formula 7.6955e-06, Bessel 8.0442e-06
Error for x^-0.5, n=200: actual 1.0904e-05, predicted 1.0876e-05
Error for x^1.5, n=200: actual 2.6792e-10, predicted 2.6281e-10
Acoustic+impurity poles at x = +-0.4851 i
alpha=3 error, n=40: actual 3.4396e-06 ps, predicted 3.4230e-06 ps
Relative errors of <tau> at single n:
n | ac+imp alpha=3/2 | ac+imp alpha=3 | no emission alpha=3/2 | full alpha=3/2
  10 | 6.72e-04 | 1.65e-03 | 1.32e-03 | 6.52e-02
  40 | 5.03e-07 | 9.28e-06 | 2.70e-06 | 2.62e-02
 160 | 4.37e-09 | 3.18e-11 | 7.23e-09 | 1.05e-02
Rms errors over one period of n (alpha=3/2):
n | step | square root | full, relative | full (cm2/Vs) | no emission, relative
  50 | 5.202e-02 | 1.298e-02 | 2.075e-02 | 24.566 | 1.8e-06
 100 | 3.675e-02 | 7.677e-03 | 1.306e-02 | 15.463 | 6.1e-08
 200 | 2.556e-02 | 4.210e-03 | 7.596e-03 | 8.993 | 3.1e-09
 400 | 1.807e-02 | 2.587e-03 | 4.824e-03 | 5.710 | 1.9e-10
 800 | 1.284e-02 | 1.605e-03 | 3.099e-03 | 3.669 | 1.2e-11
Fitted decay powers of n: step 0.505, square root 0.748
Decay power for full tau, per doubling of n: 0.668, 0.782, 0.655, 0.638
Local formula mismatch at n=800 (step, root, full): 3.0%, 5.9%, 5.5%
At n=800: node spacing h = 0.1691, c sqrt(h)/R0 = 0.766
R0 = 4.4623 1/ps, c = 8.3166 1/ps
Split rule, 20 points in all: relative error 1.19e-05
Split rule, 40 points in all: relative error 1.28e-10
Split rule, 80 points in all: relative error 4.44e-16
Neglected effects, change of mobility:
  nonparabolicity 0.5 1/eV: -12.17 %
  degeneracy (eta = -7.92): -0.0051 %
  Brooks-Herring logarithm: 0.397 %
  density-of-states mass in place of conductivity mass: -19.6 %
  operation at 400 K: -45.3 %
Thermal speed 2.298e+07 cm/s; drift/thermal speed at 100 V/cm: 0.00515
```
